# Why floating metal fill cannot lower the capacitance between two electrodes

**Q:** I place an isolated piece of metal in the dielectric between two electrodes. Metal screens fields, so I would expect it to block the coupling between them. I am told that the capacitance can never go down. What precisely is being claimed?

**A:** The claim concerns a system with two terminals. Electrode 1 is at potential $V$ and electrode 2 at zero. Between and around them is a linear dielectric with permittivity $\varepsilon(\mathbf r)>0$, which may vary from place to place. No flux leaves through the outer boundary, so $Q_2=-Q_1$, and the capacitance is $C=Q_1/V$. Now a region $F$ of the dielectric, touching neither electrode, is replaced by a perfect conductor that is connected to nothing and has zero net charge. With the new capacitance called $C'$, the claim is $C'\ge C$.

The word "coupling" needs care. If a third conductor is held at a fixed potential, the coupling between the first two is a different quantity, and the claim does not cover it.

**Q:** Where does a variational principle enter? I measure charge, not a minimum.

**A:** The charge can be written as a minimum energy. Let $\Omega$ be the whole dielectric region before filling, and define for any trial potential $\phi$

$$W[\phi]=\tfrac12\int_\Omega \varepsilon|\nabla\phi|^2\,d^3r .$$

The trial potentials are continuous, have finite energy, and equal $V$ on electrode 1 and $0$ on electrode 2. They need not satisfy any field equation. The true potential $\phi_0$ is one of them, and it also satisfies $\nabla\cdot(\varepsilon\nabla\phi_0)=0$ with no flux through the outer boundary.

Let $\nu$ be the normal pointing out of the dielectric, hence into the metal. The displacement is $\mathbf D=-\varepsilon\nabla\phi_0$, and the surface charge on a conductor is the component of $\mathbf D$ pointing out of the metal, along $-\nu$. So

$$Q_i=\oint_{S_i}\varepsilon\,\partial_\nu\phi_0\,dS .$$

For any function $g$ with constant values $g_1,g_2$ on the electrodes, integration by parts gives

$$\int_\Omega\varepsilon\nabla\phi_0\cdot\nabla g\,d^3r=\oint g\,\varepsilon\,\partial_\nu\phi_0\,dS-\int_\Omega g\,\nabla\cdot(\varepsilon\nabla\phi_0)\,d^3r=g_1Q_1+g_2Q_2. \tag{1}$$

The volume term vanishes by the field equation and the outer boundary contributes nothing. Where $\varepsilon$ jumps, the normal component of $\mathbf D$ is continuous, so the interface terms cancel.

Write a general trial potential as $\phi=\phi_0+\eta$. Both have the same electrode values, so $\eta=0$ on the electrodes. Expanding the square,

$$W[\phi_0+\eta]=W[\phi_0]+\int_\Omega\varepsilon\nabla\phi_0\cdot\nabla\eta\,d^3r+\tfrac12\int_\Omega\varepsilon|\nabla\eta|^2d^3r .$$

By (1) with $g=\eta$, the middle term is zero. Therefore

$$W[\phi_0+\eta]=W[\phi_0]+\tfrac12\int_\Omega\varepsilon|\nabla\eta|^2d^3r\ \ge\ W[\phi_0]. \tag{2}$$

This is Dirichlet's principle. Taking $g=\phi_0$ in (1) gives $2W[\phi_0]=VQ_1=CV^2$. Hence $\tfrac12CV^2$ is the smallest value of $W$ over all trial potentials.

**Q:** And with the metal in place? The dielectric in $F$ is gone, so surely the functional is different.

**A:** It can be kept. Inside the metal the potential is a constant $u$, its gradient is zero, and the integral over $F$ vanishes whatever $\varepsilon$ we assign there. We can therefore keep the same $W$ over the same $\Omega$ and add one condition on the trial potentials: $\phi=u$ throughout $F$, with $u$ free.

What must be shown is that minimizing over $u$ describes a neutral piece of metal. Let $\phi_u$ be the solution with the fill held at $u$, and let $\chi$ be the solution with the fill at unit potential and both electrodes at zero. By linearity $d\phi_u/du=\chi$. The argument behind (1), applied to the dielectric outside $F$, now has one more conductor surface, so

$$\frac{dW}{du}=\int_{\Omega\setminus F}\varepsilon\nabla\phi_u\cdot\nabla\chi\,d^3r=0\cdot Q_1+0\cdot Q_2+1\cdot Q_F=Q_F .$$

The energy is stationary when $Q_F=0$. The second derivative, $\int\varepsilon|\nabla\chi|^2d^3r$, is positive, so this is a minimum. Neutrality is thus the result of leaving $u$ free. Call the resulting potential $\phi'$. Its energy is

$$W[\phi']=\tfrac12(VQ_1'+uQ_F)=\tfrac12VQ_1'=\tfrac12C'V^2 .$$

**Q:** So the two capacitances are minima of one functional over two sets of functions?

**A:** Yes, and the second set lies inside the first. Every potential that is constant on $F$ was already an allowed trial potential for the unfilled dielectric. A minimum over a subset cannot be lower than the minimum over the whole set:

$$\tfrac12C'V^2=\min_{\phi\ \text{constant on}\ F}W[\phi]\ \ge\ \min_{\phi}W[\phi]=\tfrac12CV^2 .$$

That is the reason for $C'\ge C$. The shape of $F$, its position and the uniformity of $\varepsilon$ were not used. A second fill shape, with its own free constant, restricts the set again, and so does enlarging the first, so neither can lower the capacitance.

**Q:** I am uneasy about the energy. Charges in the metal move freely, and free motion should lower an energy, yet you say that the field energy rises.

**A:** At fixed $V$ the source takes part. When the capacitance goes from $C$ to $C'$, the source delivers the charge $(C'-C)V$ and does the work $(C'-C)V^2$. The field energy rises by only half of that. The other half is available as mechanical work or heat, so the energy of field and source together falls by $\tfrac12(C'-C)V^2$. With the electrodes disconnected and $Q$ fixed, the field energy $Q^2/2C$ itself falls.

Your screening picture is right inside the metal. Charge collects on the faces of the fill until the internal field vanishes. That part of the path between the electrodes then takes up no voltage, the full $V$ must be dropped in the remaining dielectric, and the source supplies more charge.

**Q:** Can you say how much the capacitance increases?

**A:** There is an identity and a bound. Put $\eta=\phi'-\phi_0$, which vanishes on both electrodes. Equation (2) then reads $\tfrac12C'V^2=\tfrac12CV^2+\tfrac12\int\varepsilon|\nabla\eta|^2d^3r$, or

$$C'-C=\frac1{V^2}\int_\Omega\varepsilon|\nabla\eta|^2\,d^3r. \tag{3}$$

Inside $F$, $\nabla\phi'=0$ and so $\nabla\eta=-\nabla\phi_0$. Let $f$ be the fraction of the original field energy that was stored in $F$. The inside part of (3) is then $fC$, and the outside part adds to it.

For a sharper bound, use (1) with $g=\phi'$, which has $g_1=V$ and $g_2=0$:

$$CV^2=\int_\Omega\varepsilon\nabla\phi_0\cdot\nabla\phi'\,d^3r=\int_{\Omega\setminus F}\varepsilon\nabla\phi_0\cdot\nabla\phi'\,d^3r .$$

The second form holds because $\nabla\phi'=0$ in $F$. The Cauchy–Schwarz inequality gives

$$CV^2\le\sqrt{(1-f)\,CV^2}\;\sqrt{C'V^2}.$$

Squaring and dividing by $CV^4$ yields

$$C'\ \ge\ \frac{C}{1-f}. \tag{4}$$

**Q:** Is that bound ever reached, and can the increase be zero?

**A:** Both happen. Take parallel plates of area $A$ at distance $d$, without edge fields, and insert a full-width slab of thickness $t$. Then $C=\varepsilon A/d$, $C'=\varepsilon A/(d-t)$ and $f=t/d$, so $C'/C=1/(1-f)$. A slab filling a quarter of the gap gives $1/0.75=1.333$.

For zero increase, (3) requires $\nabla\eta=0$ everywhere, hence $\eta=0$ and $\phi'=\phi_0$. The original potential must already have been constant on $F$. An ideally thin sheet lying on an equipotential does this, and its computed ratio is $1.0000$. Turn such a sheet along the field, and it still has no volume, so $f=0$ and (4) promises nothing. Yet it forces points of different original potential to become equal. For long plates half as wide as their distance, without edge fields, a sheet along the middle spanning a quarter of the gap raises $C$ by about 10%. The coarse grid used below gives 13%, because it makes the sheet act as if it were slightly longer. For wider plates the percentage is smaller. A small $f$ does not guarantee a small effect.

**Q:** What about a compact piece, such as a thin round rod?

**A:** Take a rod of radius $a$, small compared with its distance to the electrodes, lying across a uniform field $E_0$. Measure potential from the rod's axis, so that $\phi_0=-E_0r\cos\theta$. The neutral rod gives, for $r>a$,

$$\phi'=-E_0\left(r-\frac{a^2}{r}\right)\cos\theta ,$$

which vanishes at $r=a$. Hence $\eta=E_0a^2\cos\theta/r$ outside and $\eta=E_0r\cos\theta$ inside. The squared gradients are $E_0^2a^4/r^4$ and $E_0^2$. Per unit length, the two parts of the integral in (3) are

$$\text{inside: }\varepsilon E_0^2\,\pi a^2,\qquad \text{outside: }\varepsilon E_0^2a^4\int_a^\infty\frac{2\pi r\,dr}{r^4}=\varepsilon E_0^2\,\pi a^2 .$$

They are equal. The inside part is $fCV^2$, so $C'/C-1\to2f$ for small $f$, twice the leading term of the bound. A separate series solution for a rod centred in a square cell (plates as wide as their distance, side walls passing no flux) gives $(C'/C-1)/f=2.222$, $2.020$ and $2.002$ for $f=0.1$, $0.01$ and $0.001$, which approaches the limit as it should. The approach depends on the cell shape: at $f=0.1$ the value is 1.98 for plates half as wide and 2.53 for plates twice as wide, with the same limit 2.

**Q:** Let us take something like my own samples: copper lines in a low-permittivity oxide.

**A:** Consider two long parallel lines, each 100 nm wide and 180 nm thick, with a gap of 520 nm and a relative permittivity of 2.7. A long fill line, 180 nm by 180 nm in section, lies 100 nm from line 1 and therefore 240 nm from line 2. The outer boundary, which passes no flux, is 600 nm from the lines. The capacitances per length, found from the electrode charges, are

$$C=32.5\ \text{aF}/\mu\text{m},\qquad C'=37.9\ \text{aF}/\mu\text{m},$$

an increase of $5.4\ \text{aF}/\mu\text{m}$, or 17% of $C$. These values, and those that follow for this example, come from a 10 nm grid and the capacitances are slightly high, by up to about 0.7%: with the corners finely resolved, $C\approx32.4$, $C'\approx37.75$ and the increase is $5.3\ \text{aF}/\mu\text{m}$, or 16.5%.

The fill region held $f=0.0675$ of the original energy. The inside part of the increase is $0.0675\times32.51=2.2\ \text{aF}/\mu\text{m}$. The outside part is $3.2\ \text{aF}/\mu\text{m}$, and the two add up to the increase. The bound (4) gives $32.51/0.9325=34.9\ \text{aF}/\mu\text{m}$, which $C'$ exceeds.

With 1 V on line 1, neutrality puts the fill at 0.649 V, nearer to the potential of the closer line. The energy gives the same answer without mention of charge. Holding the fill at 0, 0.5 and 1 V gives $2W/V^2=89.9$, $40.7$ and $53.1\ \text{aF}/\mu\text{m}$. The parabola through these points has its minimum at 0.649 V, with the value $37.9\ \text{aF}/\mu\text{m}$.

**Q:** Suppose the fill accidentally touches line 1. Is the theorem then violated?

**A:** It no longer applies to line 1 alone, because the fill is not neutral. Take the contact to be a thin bridge, so that the fill keeps its place and only its potential changes to that of line 1. The charge on line 1 itself drops to $9.9\ \text{aF}/\mu\text{m}$ times $V$: the fill now shields it. But line and fill together form one electrode. Since both are at $V$, $2W/V^2=(Q_1+Q_F)/V$, which is the $53.1\ \text{aF}/\mu\text{m}$ found above. The capacitance between this enlarged electrode and line 2 has gone up.

**Q:** And if the inclusion is an air void instead of metal?

**A:** Then the capacitance cannot rise. A void leaves the set of trial potentials unchanged and lowers $\varepsilon$ in $F$. Using the old $\phi_0$ as a trial potential in the new functional gives an energy no greater than $\tfrac12CV^2$, and the new minimum is no higher than that. For a void of the same size and position as the fill, $C$ falls from 32.5 to $30.6\ \text{aF}/\mu\text{m}$.

**Q:** My chips have ground planes. You said that a third terminal changes the matter.

**A:** It does. With the plane at zero, write $Q_i=\sum_jM_{ij}V_j$ for the two lines, so that $2W=\sum_{ij}M_{ij}V_iV_j$. The coupling capacitance is $-M_{12}$. Let $\eta_i$ be the change in potential caused by the fill when line $i$ is at unit potential and the other line is at zero. The argument for (3) holds for any pair $V_1,V_2$, with $\eta=V_1\eta_1+V_2\eta_2$:

$$\sum_{ij}\Delta M_{ij}V_iV_j=\int\varepsilon\,|V_1\nabla\eta_1+V_2\nabla\eta_2|^2d^3r\ \ge0 .$$

Comparing coefficients,

$$\Delta M_{ij}=\int\varepsilon\,\nabla\eta_i\cdot\nabla\eta_j\,d^3r .$$

The diagonal elements cannot fall, but $\Delta M_{12}$ may have either sign. Inside the fill, $\nabla\eta_i=-\nabla\phi_i$, where $\phi_i$ is the original potential for unit voltage on line $i$. Close to the grounded plane both $\phi_1$ and $\phi_2$ grow from zero as one moves away from it, so their gradients are nearly parallel. The inside part of $\Delta M_{12}$ is then positive, which reduces the coupling. For a small round rod, the result above applied to the field of line 1, of line 2 and of their sum shows that the outside part equals the inside part, so the sign stands.

For a wider shape I rely on calculation. Put the plane 200 nm below the lines and, midway between them, a fill 180 nm wide and 80 nm high, 20 nm above the plane. The coupling falls from 14.1 to $13.1\ \text{aF}/\mu\text{m}$, while the total capacitance of line 1 rises from 75.2 to $77.1\ \text{aF}/\mu\text{m}$. If the plane is left floating and neutral, there are two terminals again, and their capacitance rises from 44.7 to $45.1\ \text{aF}/\mu\text{m}$, as the theorem requires. A finer grid lowers these six values by 0.1 to $0.3\ \text{aF}/\mu\text{m}$ and leaves the direction of each change as it is.

**Q:** How far should I trust the 17% for a real wiring level?

**A:** The dimensions and permittivity are rough typical values for an intermediate level with carbon-doped oxide. Several simplifications matter. Refining the grid step from 10 to 5 nm changes the increase from 16.7% to 16.5%. The next three three-digit percentages use a 20 nm grid, on which the reference increase is 17.0%; they are about half a point too high, like that reference, and only their shifts from it should be read. Moving the outer boundary from 600 to 1200 nm raises $C$ itself by about 10% and brings the increase to 15.1%; a still more distant boundary lowers it further, to about 14%. A 20 nm cap layer of relative permittivity 5 over the lines gives 17.7%. Cutting the fill line into pieces 200 nm long with 200 nm spaces gives 12.6%, the largest of these shifts in the increase. Neighbouring conductors at fixed potential matter still more for the coupling: with the grounded plane, and no fill, it was 14.1 instead of $32.5\ \text{aF}/\mu\text{m}$.

**Q:** Real metal is not perfect, and my fill may hold stray charge.

**A:** Field penetration into copper, estimated from a free-electron screening length of 0.055 nm, acts like an extra 0.15 nm of dielectric at each surface. A length below the atomic spacing makes this only an order of magnitude, and at a real surface the shift of the effective boundary can have either sign, but it is small beside the 100 nm clearance. A stray charge $q$ on the fill adds, by superposition, the field of $q$ with both electrodes grounded. This shifts $Q_1$ by an amount independent of $V$, so the slope $dQ_1/dV$ is still $C'$. One electron on a 200 nm piece shifts its potential by a few millivolts, estimated from the capacitance per length of the long fill line without end effects.

Leakage could change the charge on the fill, but for a rough resistivity of $10^{15}\ \Omega\,$cm this takes minutes, far longer than a signal period. The mean fields beside the fill are about 0.03 MV/cm at 1 V, far below a breakdown field of roughly a few MV/cm, though the field at sharp corners is higher. At 10 GHz the wavelength in the dielectric is 18 mm, so electrostatics is adequate across a section of about 2 µm. The numerical output below lists these values.

## Calculated quantities

```
EXAMPLE (capacitances in aF/um, 1 V on line 1)
relative permittivity 2.7, grid step 10 nm
line 100 x 180 nm, gap 520 nm
fill 180 x 180 nm, 100 nm from line 1
outer box margin 600 nm
C without fill            32.512
C with floating fill      37.931
increase                  16.67 %
energy fraction f         0.0675
lower bound C/(1-f)       34.866
increase, part inside     2.195
increase, part outside    3.224
fill potential, neutral   0.6493 V
fill potential, min energy 0.6493 V
2W/V^2, fill held at 0.0 V  89.917
2W/V^2, fill held at 0.5 V  40.679
2W/V^2, fill held at 1.0 V  53.098
Q1/V, fill tied to line 1 9.851
C with air void instead   30.558
PLANE 200 nm below lines; fill 180 x 80 nm, 20 nm above plane
coupling, plane grounded  14.1066 -> 13.0708
line 1 total, grounded    75.2057 -> 77.0539
two-terminal, plane floats 44.6561 -> 45.0624
PLATES (C with fill / C without)
slab over 1/4 of the gap  1.3333
thin sheet, equipotential 1.0000
thin sheet along field    1.1270
ROUND CYLINDER between plates
f = 0.1: (C'/C - 1)/f = 2.2223
f = 0.01: (C'/C - 1)/f = 2.0202
f = 0.001: (C'/C - 1)/f = 2.0020
RANDOM dielectrics, 100 cases
smallest C'(1-f)/C        1.00166
smallest C(2 fills)/C(1)  1.00666
NEGLECTED EFFECTS (C without, C with fill, increase)
grid step 5 nm            32.451 37.819 16.54 %
grid step 20 nm           32.667 38.214 16.98 %
20 nm, margin 1200 nm     35.896 41.316 15.10 %
20 nm, cap k=5, 20 nm     33.909 39.921 17.73 %
20 nm, 200 nm pieces      32.667 36.773 12.57 %
metal screening length    0.0553 nm
same as dielectric layer  0.149 nm
one electron, 200 nm fill 6.50 mV
leakage time, 1e15 ohm cm 239 s
mean field, line 1 - fill 0.0351 MV/cm
mean field, fill - line 2 0.0271 MV/cm
wavelength at 10 GHz      18.2 mm
```
